# Silicon Oxidation Slowed by Emitted Interstitials: Two Derivations of the Growth Law

In the example used here, bare silicon starts to oxidise at 0.135 Å/s. Under 300 Å of oxide the rate has fallen to about one fifth of that, although the oxygen density at the interface is still 97 % of its value at the outer surface. Lack of oxygen cannot account for a factor of five. In the interfacial emission model the cause is silicon itself: oxidation ejects silicon interstitials into the oxide, and where they accumulate they obstruct further emission.

As long as the growing oxide carries off only a small part of the emitted interstitials, accumulation alone does not lead to a steady rate. It does so if the interstitials are also consumed inside the oxide. Both derivations below give the growth law with this condition built in.

## The model

The oxide fills $0<x<X$, with the silicon interface at $x=0$. Let $R$ be the number of Si atoms oxidised at the interface per area and time. Each of them is accompanied by $\nu$ interstitials emitted into the oxide. The interstitial density is $C=C_0\theta$, where $C_0$ is the density of available sites and $\theta$ their occupation. Emission needs an empty site next to the interface, so

$$R=R_0\,[1-\theta(0)] .\qquad (1)$$

Interstitials diffuse with diffusivity $D$ and are oxidised inside the oxide at rate $\kappa$ each. Those reaching the surface are oxidised there at once, so $\theta(X)=0$. Every oxidised Si atom adds a volume $\Omega$ of oxide. Oxygen is taken as uniform for now. Escape into the substrate, stress and the volume of the interstitials themselves are left out.

The algebra uses atomic units, so temperature $T$ is an energy; the rate equations look the same in any consistent units. The example takes round model parameters, not measured ones: $\nu=0.5$, $\Omega=45$ Å³, $C_0=10^{-4}$ Å⁻³, $D=250$ Å²/s, $\kappa=0.025$ s⁻¹ and $R_0=0.002$ Å⁻² s⁻¹.

## First derivation: transport in a growing oxide

**Balance of silicon.** In the frame of the interface, new oxide pushes older oxide outwards with velocity $u(x)$. Interface oxidation gives $u(0)=\Omega R$, and oxidation inside the layer gives $u'=\Omega\kappa C$. The interstitials obey

$$\partial_t C=-J'-\kappa C,\qquad J=-DC'+uC,\qquad J(0)=\nu R. \qquad (2)$$

Let $J_s=-DC'(X)$ be the flux reaching the surface, where $uC=0$. The three places of oxidation together give

$$\frac{dX}{dt}=\Omega R+\Omega\int_0^X\kappa C\,dx+\Omega J_s .$$

Let $M=\int_0^X C\,dx$ be the stored interstitials per area. Integrating (2) gives $dM/dt=\nu R-\int\kappa C\,dx-J_s$; the moving upper limit adds nothing because $C(X)=0$. Eliminating the last two terms,

$$\frac{dX}{dt}=\Omega(1+\nu)R-\Omega\frac{dM}{dt}. \qquad (3)$$

**What may be dropped.** Define

$$\lambda=\sqrt{D/\kappa},\quad \ell=\frac{DC_0}{\nu R_0},\quad s=\frac{\lambda}{\ell},\quad v_0=\Omega(1+\nu)R_0 .$$

The profile extends over a length $L=\lambda\tanh(X/\lambda)$, which is close to $X$ in a thin oxide and to $\lambda$ in a thick one. Convection relative to diffusion is of size $uL/D$. Anticipating that the growth rate is $v_0/(1+L/\ell)$, and that $u$ does not exceed it,

$$\frac{uL}{D}\le\frac{v_0\ell}{D}\,\frac{L/\ell}{1+L/\ell}<\frac{v_0\ell}{D}=\frac{\Omega C_0(1+\nu)}{\nu}\equiv\varepsilon .$$

The same ratio compares the growth during one diffusion time $L^2/D$ with $L$, so it also measures the lag of the profile. Storage changes $M$ by an amount of order $C_0$ per unit of new thickness, a relative correction of order $\Omega C_0<\varepsilon$. For $\varepsilon\ll1$ all three effects are therefore small at every thickness. Here $\varepsilon=0.0135$, a small value owed to the large choice $\nu=0.5$. Emission fractions fitted to real oxidation are of order 1 %. For $\nu=0.01$ with $\lambda$, $s$ and $C_0$ unchanged, $\varepsilon=0.45$; the law derived below then underestimates the thickness by up to 16 %, and the full equation (2) is needed.

**Quasi-steady profile.** To leading order (2) becomes $D\theta''=\kappa\theta$. The solution that vanishes at $X$ is

$$\theta(x)=\theta(0)\,\frac{\sinh[(X-x)/\lambda]}{\sinh(X/\lambda)},\qquad -\theta'(0)=\frac{\theta(0)}{\lambda}\coth\frac X\lambda .$$

Emission must equal the diffusive flux leaving the interface:

$$\nu R_0[1-\theta(0)]=\frac{DC_0}{\lambda}\coth\!\Big(\frac X\lambda\Big)\,\theta(0).$$

Division by $\nu R_0$ turns the prefactor on the right into $\ell/\lambda=1/s$. Hence $\theta(0)=s\tanh(X/\lambda)\,[1-\theta(0)]$, which gives $1-\theta(0)=1/[1+s\tanh(X/\lambda)]$. With (1) and (3), without the storage term,

$$\boxed{\frac{dX}{dt}=\frac{v_0}{1+s\tanh(X/\lambda)}} \qquad (4)$$

## Second derivation: adding the oxide site by site

This route starts from individual interstitials at fixed thickness and solves no diffusion equation.

**Exact mean equations.** Divide the oxide into columns of $N$ sites with spacing $a$, so that $X=Na$. Each column has cross-section $1/(C_0a)$. Site $i$ holds $n_i=0$ or $1$ interstitials, with mean $\theta_i$. The interface attempts to fill site 1 at rate $\alpha=\nu R_0/(C_0a)$ and succeeds if the site is empty. An interstitial hops to each empty neighbour at rate $h=D/a^2$, leaves site $N$ for the surface at rate $h$, and is oxidised at rate $\kappa$. The mean net current between neighbours is

$$h\langle n_i(1-n_{i+1})\rangle-h\langle n_{i+1}(1-n_i)\rangle=h(\theta_i-\theta_{i+1}),$$

because the products $n_in_{i+1}$ cancel. Hops between columns cancel in the same way, since equivalent sites have equal means. Emission, $\alpha(1-\theta_1)$, and oxidation, $\kappa\theta_i$, are linear too. The mean equations therefore close without any assumption of independent sites. A test on all states of a six-site chain with $\alpha=0.8$, $h=1$ and $\kappa=0.05$ (in a common unit of rate) confirms this: the full and the closed equations both give $\theta_1=0.738549$, although the first two sites have a covariance of $-0.023$.

**Recursion.** Let $g_N$ be the steady current entering a chain of $N$ sites, divided by the occupation of its first site. Of the current entering site 1, a part $\kappa\theta_1$ is oxidised there. The rest enters a chain of $N-1$ sites:

$$h(\theta_1-\theta_2)=g_{N-1}\theta_2\;\Rightarrow\;\theta_2=\frac{h\,\theta_1}{h+g_{N-1}} .$$

Therefore

$$g_N=\kappa+\frac{h\,g_{N-1}}{h+g_{N-1}},\qquad g_1=\kappa+h, \qquad (5)$$

and the start corresponds to $g_0=\infty$, a perfect sink. Subtracting $g_{N-1}$ gives $g_N-g_{N-1}=\kappa-g_{N-1}^2/(h+g_{N-1})$.

**Continuum limit.** The removal coefficient per area is $G=C_0a\,g$. Inserting $g=G/(C_0a)$ and $h=D/a^2$, and dividing by $a$,

$$\frac{G_N-G_{N-1}}{a}=\kappa C_0-\frac{G_{N-1}^2}{DC_0+aG_{N-1}} .$$

For $aG\ll DC_0$ this becomes a differential equation. It is simplest for the resistance $Z=1/G$, for which $Z'=-G'/G^2$:

$$\frac{dZ}{dX}=\frac1{DC_0}-\kappa C_0Z^2,\qquad Z(0)=0. \qquad (6)$$

The condition $aG\ll DC_0$ fails over the first few sites, but the start $Z(0)=0$ is still right. For $a\ll\lambda$ oxidation is negligible there, and (5) reduces to $1/g_N=1/g_{N-1}+1/h$. This gives $Z=Na/(DC_0)=X/(DC_0)$, which is also the solution of (6) for small $X$.

With $Z=\lambda z/(DC_0)$ and $y=X/\lambda$, and using $\kappa\lambda^2=D$, this reads $dz/dy=1-z^2$ with $z(0)=0$. Thus $\operatorname{artanh}z=y$ and $Z=(\lambda/DC_0)\tanh(X/\lambda)$.

The balance $\alpha(1-\theta_1)=g_N\theta_1$ gives $1-\theta_1=1/(1+\alpha/g_N)$, and $\alpha/g_N=\nu R_0Z=s\tanh(X/\lambda)$. In a steady state every emitted interstitial is eventually oxidised, so growth is $\Omega(1+\nu)R$, and (4) follows again.

## From fast growth to a plateau

In the example $\lambda=\sqrt{250/0.025}=100$ Å, $\ell=250\times10^{-4}/(0.5\times0.002)=25$ Å and $s=4$. The initial rate is $v_0=45\times1.5\times0.002=0.135$ Å/s, and the plateau rate is $v_\infty=v_0/(1+s)=0.027$ Å/s, or 1.62 Å/min. For $X\ll\lambda$ the denominator of (4) is $1+X/\ell$. Since $\ell$ is well below $\lambda$ here, the slowing sets in at $\ell$: at 25 Å the rate has almost halved.

Separating variables in (4) and using $\int\tanh(X/\lambda)\,dX=\lambda\ln\cosh(X/\lambda)$,

$$v_0t=X-X_0+s\lambda\ln\frac{\cosh(X/\lambda)}{\cosh(X_0/\lambda)} .$$

For $X\gg\lambda$, $\ln\cosh(X/\lambda)\to X/\lambda-\ln2$. With $X_0=0$ this gives $v_0t=(1+s)X-s\lambda\ln2$, or

$$X=v_\infty t+\frac{s}{1+s}\,\lambda\ln2 .$$

The late straight line extrapolates to $0.8\times69.31=55.45$ Å (105 bohr) at $t=0$. This offset records the fast start. It stays below $\lambda\ln2$ however strong the suppression.

If interstitials are not oxidised inside the oxide, $\kappa\to0$ and $s\tanh(X/\lambda)\to X/\ell$. Then

$$\frac{dX}{dt}=\frac{v_0}{1+X/\ell},\qquad X+\frac{X^2}{2\ell}=v_0t\quad(X_0=0).$$

This limit needs $\varepsilon\ll1$. For $\nu<\Omega C_0$ the convective flux $\Omega RC_0\theta(0)$ in (2) can balance the emission $\nu R$ by itself, and $R/R_0$ settles at $1-\nu/(\Omega C_0)$, which is 0.56 for $\nu=0.002$. For small $\varepsilon$ the rate falls towards zero and growth becomes parabolic, although oxygen is taken as uniform. This is consistent if the oxygen permeability $P$ (diffusivity times surface density) is large enough. Since $\nu R=DC_0\theta(0)/X$, the relative drop in oxygen density, $RX/P$, stays below $DC_0/(\nu P)$, which is 1 % for the value $P=5$ Å⁻¹ s⁻¹ used below. A parabolic curve is thus no proof of oxygen-limited growth. Starting from 1 Å, the thicknesses in Å are:

| $t$ (s) | full transport | law (4) | full, $\kappa=0$ |
|---|---|---|---|
| 100 | 11.8 | 11.8 | 11.8 |
| 1000 | 62.5 | 62.5 | 61.2 |
| 16000 | 488.9 | 487.7 | 305.2 |

"Full transport" solves (2) with the moving surface, storage and convection. At the sampled times it departs from the law by at most 0.25 % of the thickness. With $\varepsilon$ four times larger and $\lambda$, $s$ unchanged, this becomes 1.0 %, as expected for an error linear in $\varepsilon$.

## Removing the interstitials

If accumulation is the cause, emptying a thick oxide of interstitials must restore the fast interface reaction for a while. For $X\gg\lambda$ and $\theta=0$ at $t=0$, the Laplace transform of $\partial_t\theta=D\theta''-\kappa\theta$ is

$$\hat\theta(x)=\hat\theta(0)e^{-qx},\qquad q(p)=\sqrt{(\kappa+p)/D}.$$

The interface condition $\nu R_0[1/p-\hat\theta(0)]=DC_0q\,\hat\theta(0)$ gives $\hat\theta(0)=F(p)/p$ with $F=1/(1+\ell q)$. The final occupation is $F(0)=s/(1+s)$. The excess oxidation is the limit of $[F(0)-F(p)]/p$ for $p\to0$, which is $-F'(0)$. With $q(0)=1/\lambda$ and $q'(0)=1/(2\kappa\lambda)$,

$$\int_0^\infty\frac{R-R_\infty}{R_0}dt=\frac{\ell\,q'(0)}{[1+\ell q(0)]^2}=\frac{s}{2\kappa(1+s)^2}=3.2\ \text{s}.$$

The full transport calculation also gives 3.2 s. In it, $R/R_0$ averages 0.67 over the first second and returns to 0.20. The thickness hardly shows this. The excess corresponds to $0.135\times3.2=0.43$ Å of oxide, but refilling the profile withholds $\Omega C_0\lambda s/(1+s)=0.36$ Å worth of silicon.

## What each derivation assumes

**Suppression.** The first derivation postulates the linear law (1) and linear diffusion. The second obtains both from single occupancy of sites, for mean values. If emission needed two neighbouring empty sites, its rate would contain $\langle n_1n_2\rangle$; the mean equations would no longer close, and (4) would lose this basis.

**Motion.** The first derivation includes growth and shows that $\varepsilon\ll1$ justifies a quasi-steady profile. The second works at fixed thickness and has to borrow that result.

**Length scales.** The first treats the oxide as a continuum from the outset. The second shows the price. For a long chain, (5) has the fixed point $g^2=\kappa(h+g)$, so

$$g=\frac\kappa2+\sqrt{\kappa h+\frac{\kappa^2}{4}}\simeq\sqrt{\kappa h}\,\Big(1+\frac{a}{2\lambda}\Big).$$

Discrete sites remove interstitials slightly faster. With cubic cells, $a=C_0^{-1/3}=21.5$ Å, and the plateau value of $R/R_0$ is 0.218 instead of 0.200. This 9 % shift, relative to the continuum value, is much larger than the error from $\varepsilon$. An oxide thinner than one spacing holds no site at all, so the part of the growth curve below about 20 Å rests on the continuum description alone.

**Oxygen.** Both derivations take oxygen as uniform. To see when this holds, let $\phi$ be its density relative to the surface value, $P$ its diffusivity times its surface density, and let both reactions be proportional to $\phi$. One O₂ is used per Si, so in the steady state $P\phi''=\kappa\phi C=DC''$, with $P\phi'(0)=R$ and $-DC'(0)=\nu R$. Hence $P\phi'-DC'$ is constant and equals $(1+\nu)R$. Integrating from $0$ to $X$,

$$1-\phi(0)=\frac{(1+\nu)RX-DC_0\theta(0)}{P}.$$

The rate is now $R=R_0/[1/\phi(0)+\nu R_0Z]$, where $Z$ obeys (6) with $\kappa$ replaced by the local $\kappa\phi$. A weaker sink raises $Z$. Since $\phi\le1$, $R$ cannot exceed the value $R_{\rm law}$ of the uniform case. Since $\phi$ rises towards the surface, $\phi\ge\phi(0)$, so $Z$ is at most its value for uniform $\phi(0)$, and

$$\phi(0)\,\nu R_0Z\le s\sqrt{\phi(0)}\tanh\!\big(\sqrt{\phi(0)}\,X/\lambda\big)\le s\tanh(X/\lambda).$$

Together these give $\phi(0)\le R/R_{\rm law}\le1$. For $P=5$ Å⁻¹ s⁻¹ and $X=300$ Å, $\phi(0)=0.968$ and the ratio is 0.983. The plateau thus requires $\lambda\ll X\ll P/[(1+\nu)R_\infty]$, where the upper scale is $5/(1.5\times0.0004)\approx8300$ Å. The value $P=5$ Å⁻¹ s⁻¹ is a model choice. For $P\approx1.1$ Å⁻¹ s⁻¹, the size implied by the Deal–Grove parabolic constant of dry oxidation near $T=0.1$ eV, $\phi(0)=0.86$ and the ratio is 0.93 at 300 Å, and the upper scale shrinks to about 1800 Å.

**Temperature.** Neither derivation fixes how the parameters depend on $T$. Suppose $R_0$, $D$ and $\kappa$ are activated with barriers $E_R$, $E_D$ and $E_\kappa$, while $C_0$, $\nu$ and $\Omega$ are constant. Since $s=\nu R_0/(C_0\sqrt{D\kappa})$, it has the barrier $E_R-\bar E$ with $\bar E=(E_D+E_\kappa)/2$. Differentiating $\ln v_\infty=\ln v_0-\ln(1+s)$ with respect to $1/T$,

$$E_\infty=E_R-\frac{s}{1+s}(E_R-\bar E)=\frac{E_R+s\bar E}{1+s}.$$

For chosen barriers of 1.6, 2.6 and 2.2 eV at $T=0.1$ eV, this is $(1.6+4\times2.4)/5=2.24$ eV, against 1.6 eV for the initial rate. Cooling to 0.09 eV raises $s$ to 9.7 and lowers the plateau to 9 % of the initial rate at that temperature. Growth curves measured at several temperatures can therefore give different barriers for their early and late parts without any change of mechanism. The numerical output below lists the remaining values.

## Calculated quantities

```
nu = 0.5; omega = 45.0 A^3; C0 = 1.0e-04 A^-3
D = 250.0 A^2/s; kappa = 0.025 1/s; R0 = 0.002 A^-2 s^-1
oxygen permeability P = 5.0 A^-1 s^-1
kT = 0.1 eV; E_R, E_D, E_kappa = 1.6, 2.6, 2.2 eV
lam = 100.0 A; ell = 25.0 A; s = 4.000
epsilon = 0.0135
initial rate v0 = 0.1350 A/s
plateau rate = 0.0270 A/s = 1.620 A/min
offset for X0=0: 55.45 A = 104.79 bohr
bound lam*ln2 = 69.31 A
X = 5 A: law R/R0 = 0.8334, numerical 0.8334
X = 25 A: law R/R0 = 0.5051, numerical 0.5051
X = 100 A: law R/R0 = 0.2471, numerical 0.2471
X = 300 A: law R/R0 = 0.2008, numerical 0.2008
growth from X0 = 1.0 A: t (s), X full, X law, X no sink (A)
10  2.27  2.27  2.27
30  4.64  4.64  4.64
100  11.76  11.76  11.75
300  27.06  27.06  26.97
1000  62.54  62.50  61.22
3000  131.21  131.04  119.80
8000  271.85  271.30  209.16
14000  434.68  433.64  284.00
16000  488.86  487.65  305.20
largest relative deviation = 0.00248
same with 4x epsilon = 0.01021
late slope, full = 0.02709 A/s
late offset, full = 55.43 A
late offset, law with X0 = 55.66 A
late slope without bulk sink = 0.01060 A/s
purge: mean R/R0 in first second = 0.668
purge: R/R0 after 380 to 400 s = 0.2006
purge excess: full 3.196 s, law 3.200 s
oxygen at interface, X = 300 A: g = 0.9685
rate relative to law with oxygen drop = 0.9830
oxygen-limited thickness scale = 8333 A
site spacing = 21.54 A
plateau R/R0: lattice 0.2178, continuum 0.2000
lattice error ratio on halving spacing = 2.029
six-site chain: theta_1 master 0.738549, closed 0.738549
six-site chain: pair correlation = -0.023137
plateau barrier: law 2.2400 eV, numerical 2.2400 eV
at kT = 0.09 eV: s = 9.730, plateau R/R0 = 0.0932
```
